**Rate control in a reversible film-growth cycle**

The program tests the steady flux J = ν(1 − q)/Σ_ij M_ij, where M_ij = exp[(T_i − I_j)/k_BT], with an extra factor q = exp(ΔG/k_BT) when transition state i is reached from intermediate j only in the next turn of the cycle. Here I_j and T_i are the free energies of intermediates and transition states, ΔG is the free energy of one cycle, and ν = k_BT/h. For 40 random cycles it asserts that this formula agrees with a high-precision solution of the master equation, that the control coefficients and site fractions agree with finite differences of the solved flux, and that the flux never exceeds the smallest forward rate constant. It also asserts the two pressure orders, up to corrections from reverse growth, and the agreement of a kinetic Monte Carlo trajectory with the solved flux to within four times the counting noise. In the main example at 900 K, step 2 has the largest forward barrier (1.9 eV), but the transition state of step 3, whose barrier is the smallest (0.7 eV), has 98% of the control, and the flux is 8.62 s⁻¹ per site. Lowering the by-product pressure by a factor of 10⁴ leaves all forward rate constants unchanged, yet moves control to step 2 and raises the flux to 419 s⁻¹. A second profile shows that the highest transition state, the largest forward barrier and the controlling transition state can belong to three different steps.

## Numerical verification

```python
# Result under test: the steady flux of a reversible growth cycle is
#   J = nu (1-q) / sum_ij exp[(T_i - I_j + dG*[I_j lies after T_i])/kT],
# so the largest forward barrier is only a ceiling on J and need not control it.
# I: free energies of intermediates (eV); T: free energies of transition states;
# dG: free energy of one full cycle (one film unit); q = exp(dG/kT);
# nu = kB*temperature/h; theta: site fractions; X: degrees of rate control.
# Array index i of T joins intermediate i to intermediate i+1 (cyclically).
import math
import numpy as np
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 50
temperature = 900.0
kT = const.k * temperature / const.e
nu = const.k * temperature / const.h


def rate_constants(I, T, dG):
    """Forward and backward constants from transition-state theory."""
    following = list(I[1:]) + [I[0] + dG]
    kf = [nu * mp.exp(-(mp.mpf(t) - a) / kT) for t, a in zip(T, I)]
    kb = [nu * mp.exp(-(mp.mpf(t) - b) / kT) for t, b in zip(T, following)]
    return kf, kb


def solve_master(I, T, dG):
    """Site fractions and net flux from the master equation itself."""
    n = len(I)
    kf, kb = rate_constants(I, T, dG)
    W = mp.zeros(n)
    for i in range(n):
        j = (i + 1) % n
        W[j, i] += kf[i]
        W[i, i] -= kf[i]
        W[i, j] += kb[i]
        W[j, j] -= kb[i]
    rhs = mp.zeros(n, 1)
    for j in range(n):
        W[n - 1, j] = 1
    rhs[n - 1] = 1
    theta = mp.lu_solve(W, rhs)
    flux = kf[0] * theta[0] - kb[0] * theta[1]
    return [theta[j] for j in range(n)], flux


def double_sum(I, T, dG):
    """Flux, control coefficients and site fractions from the derived formula."""
    n = len(I)
    M = np.array([[math.exp((T[i] - I[j] + (dG if j > i else 0.0)) / kT)
                   for j in range(n)] for i in range(n)])
    total = M.sum()
    flux = -nu * math.expm1(dG / kT) / total
    return flux, M.sum(axis=1) / total, M.sum(axis=0) / total


def log_slope(I, T, dG, which, index):
    """kT * d ln|J| / d(level) by central differences of the solved flux."""
    step = mp.mpf("1e-8")
    logs = []
    for sign in (1, -1):
        levels = {"I": list(I), "T": list(T)}
        levels[which][index] = levels[which][index] + sign * step
        logs.append(mp.log(abs(solve_master(levels["I"], levels["T"], dG)[1])))
    return float(kT * (logs[0] - logs[1]) / (2 * step))


# Random cycles, including net etching (dG > 0)
rng = np.random.default_rng(7)
n_random = 40
worst_flux = worst_slope = 0.0
for case in range(n_random):
    n = 3 + case % 3
    I = [float(x) for x in kT * rng.uniform(-5, 5, n)]
    dG = float(kT * rng.uniform(-10, 3))
    following = I[1:] + [I[0] + dG]
    T = [max(a, b) + float(kT * rng.uniform(0.5, 6))
         for a, b in zip(I, following)]
    theta, J = solve_master(I, T, dG)
    J_sum, X, theta_sum = double_sum(I, T, dG)
    worst_flux = max(worst_flux, abs(float(J) / J_sum - 1))
    assert float(J) <= float(min(rate_constants(I, T, dG)[0]))
    for i in range(n):
        assert abs(float(theta[i]) - theta_sum[i]) < 1e-10
        worst_slope = max(worst_slope,
                          abs(-log_slope(I, T, dG, "T", i) - X[i]),
                          abs(log_slope(I, T, dG, "I", i) - theta_sum[i]))
assert worst_flux < 1e-9 and worst_slope < 1e-9


def at_pressures(profile, f_precursor=1.0, f_byproduct=1.0):
    """Shift levels when gas pressures are multiplied by the given factors.
    Precursor is consumed in the first step, by-product leaves in the second."""
    I, T, dG = profile
    s, b = kT * math.log(f_precursor), kT * math.log(f_byproduct)
    return ([I[0], I[1] - s, I[2] - s + b],
            [T[0] - s, T[1] - s, T[2] - s + b], dG - s + b)


def show(values, fmt):
    return ", ".join(format(float(v), fmt) for v in values)


# Worked example
base = ([0.0, -0.3, 1.2], [1.4, 1.6, 1.9], -0.8)
I, T, dG = base
kf, kb = rate_constants(*base)
theta, J = solve_master(*base)
J_sum, X, theta_sum = double_sum(*base)
barriers = [t - a for t, a in zip(T, I)]
assert abs(float(J) / J_sum - 1) < 1e-9
assert np.argmax(barriers) == 1 and np.argmin(barriers) == 2
assert np.argmax(X) == 2 and X[2] > 0.9

success = kf[2] / (kb[1] + kf[2])
J_success = theta[1] * kf[1] * success
J_preeq = theta[1] * kf[1] / kb[1] * kf[2]
# These two drop reverse growth (order q) and, for the second, k3/k-2.
assert abs(J_success / J - 1) < 1e-4
assert abs(J_preeq / J - 1) < 1.1 * kf[2] / kb[1]

forward = [kf[i] * theta[i] for i in range(3)]
backward = [kb[i] * theta[(i + 1) % 3] for i in range(3)]
drops = [float(kT * mp.log(f / b)) for f, b in zip(forward, backward)]
assert drops[2] > 0.9 * (-dG)

gains = []
for i in range(3):
    lowered = list(T)
    lowered[i] -= 0.1
    gains.append(float(solve_master(I, lowered, dG)[1] / J))
assert gains[2] > 3 and max(gains[:2]) < 1.1
deeper_A = float(solve_master([I[0], I[1] - 0.1, I[2]], T, dG)[1] / J)
assert deeper_A < 0.5

# Reaction orders by finite differences in pressure
eps = 1e-4
orders = []
for name in ("f_precursor", "f_byproduct"):
    up = solve_master(*at_pressures(base, **{name: math.exp(eps)}))[1]
    down = solve_master(*at_pressures(base, **{name: math.exp(-eps)}))[1]
    orders.append(float(mp.log(up / down) / (2 * eps)))
# Formulae neglect reverse growth, an error of order q.
q = math.exp(dG / kT)
assert abs(orders[0] - float(theta[0])) < 5 * q
assert abs(orders[1] - (-X[2] + float(theta[2]))) < 5 * q

# Stochastic trajectory of one site
pf = [float(kf[j] / (kf[j] + kb[j - 1])) for j in range(3)]
dwell = [float(1 / (kf[j] + kb[j - 1])) for j in range(3)]
n_events, chunk = 4_000_000, 200_000
up_count, down_count = [0, 0, 0], [0, 0, 0]
clock, state = 0.0, 0
for _ in range(n_events // chunk):
    for u, w in zip(rng.random(chunk).tolist(),
                    rng.standard_exponential(chunk).tolist()):
        clock += w * dwell[state]
        if u < pf[state]:
            up_count[state] += 1
            state = state + 1 if state < 2 else 0
        else:
            state = state - 1 if state > 0 else 2
            down_count[state] += 1
grown = up_count[2] - down_count[2]
J_kmc = grown / clock
# Counting noise of the growth events is about 1/sqrt(grown).
assert grown > 500 and abs(J_kmc / float(J) - 1) < 4 / math.sqrt(grown)
undone_kmc = down_count[1] / up_count[1]
undone = float(backward[1] / forward[1])
assert abs(undone_kmc - undone) < 0.005

print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV, nu = {nu:.4e} 1/s")
print(f"random cycles tested = {n_random}")
print(f"largest relative flux error = {worst_flux:.1e}")
print(f"largest error of control and population slopes = {worst_slope:.1e}")
print("BASE PROFILE (order: bare site, A, B; steps 1, 2, 3)")
print("intermediate levels (eV):", show(I, ".2f"))
print("transition-state levels (eV):", show(T, ".2f"))
print(f"cycle free energy dG = {dG:.2f} eV, q = {q:.3e}")
print("forward barriers (eV):", show(barriers, ".2f"))
print("forward rate constants (1/s):", show(kf, ".4e"))
print("backward rate constants (1/s):", show(kb, ".4e"))
print("site fractions:", show(theta, ".4e"))
print(f"flux J from master equation = {float(J):.4f} 1/s per site")
print(f"flux J from double sum = {J_sum:.4f} 1/s per site")
print(f"ceiling k2 / J = {float(kf[1] / J):.2f}")
print(f"span T3 - I_A = {T[2] - I[1]:.2f} eV")
print(f"nu*exp(-span/kT) = {nu * math.exp(-(T[2] - I[1]) / kT):.4f} 1/s")
print(f"k-2/k3 = {float(kb[1] / kf[2]):.2f}")
print(f"success fraction of B = {float(success):.5f}")
print(f"success-fraction flux = {float(J_success):.4f} 1/s")
print(f"pre-equilibrium flux = {float(J_preeq):.4f} 1/s")
print("control coefficients X1, X2, X3:", show(X, ".5f"))
print("free-energy drop per step (eV):", show(drops, ".5f"))
print("J gain on lowering T1, T2, T3 by 0.1 eV:", show(gains, ".4f"))
print(f"J factor on lowering I_A by 0.1 eV = {deeper_A:.4f}")
print(f"order in precursor pressure = {orders[0]:.4f}")
print(f"order in by-product pressure = {orders[1]:.4f}")
print("KINETIC MONTE CARLO, BASE PROFILE")
print(f"events = {n_events}, net film units = {grown}")
print(f"simulated time = {clock:.2f} s, flux = {J_kmc:.3f} 1/s")
print(f"step 2 crossings forward, back = {up_count[1]}, {down_count[1]}")
print(f"back/forward ratio of step 2: KMC {undone_kmc:.4f}, exact {undone:.4f}")

print("BY-PRODUCT PRESSURE LOWERED, forward constants unchanged")
f_cross = math.exp(-(T[2] - T[1]) / kT)
for f in (f_cross, 1e-4):
    changed = at_pressures(base, f_byproduct=f)
    th, flux = solve_master(*changed)
    _, Xc, _ = double_sum(*changed)
    kfc = rate_constants(*changed)[0]
    if f == f_cross:
        assert abs(Xc[1] - Xc[2]) < 0.01
    else:
        assert Xc[1] > 0.9
    print(f"pressure factor {f:.4e}: J = {float(flux):.3f} 1/s")
    print("  X1, X2, X3:", show(Xc, ".4f"))
    print("  T3 level (eV):", show([changed[1][2]], ".3f"),
          "; forward constants (1/s):", show(kfc, ".3e"))

print("DEEP-WELL PROFILE")
deep = ([0.0, -1.0, 0.5], [1.4, 0.9, 1.2], -1.5)
deep_barriers = [t - a for t, a in zip(deep[1], deep[0])]
print("intermediates (eV):", show(deep[0], ".2f"),
      "; transition states (eV):", show(deep[1], ".2f"))
print(f"dG = {deep[2]:.2f} eV; forward barriers (eV):", show(deep_barriers, ".2f"))
for f in (1.0, 1e-6):
    changed = at_pressures(deep, f_precursor=f)
    th, flux = solve_master(*changed)
    slopes = [-log_slope(*changed, "T", i) for i in range(3)]
    if f == 1.0:
        assert np.argmax(deep[1]) == 0 and np.argmax(deep_barriers) == 1
        assert np.argmax(slopes) == 2 and slopes[2] > 0.9
    else:
        assert np.argmax(slopes) == 0 and th[0] > 0.5
    print(f"precursor factor {f:.0e}: J = {float(flux):.4e} 1/s")
    print("  X1, X2, X3:", show(slopes, ".4f"), "; site fractions:", show(th, ".3e"))
    print("  forward barriers (eV):",
          show([t - a for t, a in zip(changed[1], changed[0])], ".3f"))

print("checks complete")
```

Output:

```
temperature = 900 K, kT = 0.07756 eV, nu = 1.8753e+13 1/s
random cycles tested = 40
largest relative flux error = 8.8e-15
largest error of control and population slopes = 5.8e-16
BASE PROFILE (order: bare site, A, B; steps 1, 2, 3)
intermediate levels (eV): 0.00, -0.30, 1.20
transition-state levels (eV): 1.40, 1.60, 1.90
cycle free energy dG = -0.80 eV, q = 3.313e-05
forward barriers (eV): 1.40, 1.90, 0.70
forward rate constants (1/s): 2.7128e+05, 4.3007e+02, 2.2555e+09
backward rate constants (1/s): 5.6688e+03, 1.0794e+11, 1.4247e-02
site fractions: 2.0500e-02, 9.7950e-01, 3.8229e-09
flux J from master equation = 8.6222 1/s per site
flux J from double sum = 8.6222 1/s per site
ceiling k2 / J = 49.88
span T3 - I_A = 2.20 eV
nu*exp(-span/kT) = 8.9869 1/s
k-2/k3 = 47.85
success fraction of B = 0.02047
success-fraction flux = 8.6225 1/s
pre-equilibrium flux = 8.8027 1/s
control coefficients X1, X2, X3: 0.00003, 0.02047, 0.97950
free-energy drop per step (eV): 0.00012, 0.00160, 0.79828
J gain on lowering T1, T2, T3 by 0.1 eV: 1.0000, 1.0151, 3.4448
J factor on lowering I_A by 0.1 eV = 0.2796
order in precursor pressure = 0.0205
order in by-product pressure = -0.9795
KINETIC MONTE CARLO, BASE PROFILE
events = 4000000, net film units = 2906
simulated time = 334.40 s, flux = 8.690 1/s
step 2 crossings forward, back = 140003, 137097
back/forward ratio of step 2: KMC 0.9792, exact 0.9795
BY-PRODUCT PRESSURE LOWERED, forward constants unchanged
pressure factor 2.0897e-02: J = 210.469 1/s
  X1, X2, X3: 0.0008, 0.4996, 0.4996
  T3 level (eV): 1.600 ; forward constants (1/s): 2.713e+05, 4.301e+02, 2.255e+09
pressure factor 1.0000e-04: J = 418.613 1/s
  X1, X2, X3: 0.0015, 0.9937, 0.0048
  T3 level (eV): 1.186 ; forward constants (1/s): 2.713e+05, 4.301e+02, 2.255e+09
DEEP-WELL PROFILE
intermediates (eV): 0.00, -1.00, 0.50 ; transition states (eV): 1.40, 0.90, 1.20
dG = -1.50 eV; forward barriers (eV): 1.40, 1.90, 0.70
precursor factor 1e+00: J = 8.8027e+00 1/s
  X1, X2, X3: 0.0000, 0.0205, 0.9795 ; site fractions: 3.496e-05, 1.000e+00, 3.903e-09
  forward barriers (eV): 1.400, 1.900, 0.700
precursor factor 1e-06: J = 2.4345e-01 1/s
  X1, X2, X3: 0.9024, 0.0020, 0.0956 ; site fractions: 9.708e-01, 2.919e-02, 1.141e-10
  forward barriers (eV): 2.471, 1.900, 0.700
checks complete
```
